# Why Bonding Raises Hydrogen's Mean Excitation Energy and Lowers Fast-Proton Stopping

A 1 MeV proton beam crosses a cell of hydrogen gas. Its energy loss can be estimated by counting each molecule as two free hydrogen atoms, whose excitation spectrum is known in closed form. The estimate is several per cent too high. The number of electrons is right; what is wrong is how readily they take up energy. The quantity that records this is the mean excitation energy $I$, about 15 eV for the atom and about 19 eV for the molecule.

Hartree atomic units are used in the derivations, eV for excitation energies and laboratory units for the gas cell. The proton is bare, much heavier than an electron, and fast compared with the electrons. The molecules are randomly oriented.

## Where the mean excitation energy enters

Let a target with $N$ electrons have ground state $|0\rangle$ and excited states $|n\rangle$ at energies $E_n$ above it. In the first Born approximation a proton of speed $v$ transfers momentum $q$ and excites state $n$ with cross-section

$$
d\sigma_n=\frac{8\pi}{v^2}\,|F_n(q)|^2\,\frac{dq}{q^3},\qquad F_n(q)=\langle n|F|0\rangle,\quad F=\sum_j e^{i\mathbf q\cdot\mathbf r_j}.
$$

Define the generalized oscillator strength $f_n(q)=2E_n|F_n|^2/q^2$. Multiplying $d\sigma_n$ by $E_n$ and summing gives the stopping cross-section, the mean energy loss per target and per unit areal density:

$$
S=\frac{4\pi}{v^2}\sum_n\int_{E_n/v}\frac{dq}{q}\,f_n(q).
$$

The lower limit is energy conservation: a heavy projectile loses at most $qv$ when it transfers $q$.

The total strength is the same at every $q$. The kinetic energy in the Hamiltonian $H$ gives $[H,F]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}(\mathbf q\cdot\mathbf p_j+q^2/2)$. A second commutator gives $[F^\dagger,[H,F]]=Nq^2$, since $[e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=q^2e^{-i\mathbf q\cdot\mathbf r}$. The ground-state expectation value of the left side is $\sum_nE_n\left(|\langle n|F|0\rangle|^2+|\langle n|F^\dagger|0\rangle|^2\right)$. The two sums are equal because the states can be chosen real. Hence $2\sum_nE_n|F_n|^2=Nq^2$, or $\sum_n f_n(q)=N$.

Now split the integral at a momentum $q_0$ that is small compared with the inverse size of the target, yet large enough that $q_0v$ exceeds the important excitation energies. A large $v$ leaves room for this choice.

- For $q<q_0$ the strength has its dipole value $f_n=f_n(0)$. The contribution is $\sum_n f_n\ln(q_0v/E_n)=N\ln(q_0v)-N\ln I$, where

$$
\ln I=\frac1N\sum_n f_n\ln E_n .
$$

- For $q>q_0$ all the important excitations are at first accessible, because $qv$ exceeds their energies. At large $q$ the strength gathers around the energy $q^2/2$ of a free recoiling electron, which is accessible as long as $q^2/2<qv$, that is $q<2v$. The sum rule then gives $N\ln(2v/q_0)$.

In the sum $q_0$ cancels:

$$
S=\frac{4\pi N}{v^2}L,\qquad L=\ln\frac{2v^2}{I}.
$$

Chemistry enters this leading-order result through $I$ alone. For the hydrogen atom, summing the analytic lines and integrating the analytic continuum gives $I_{\rm H}=0.5509$ Ha, or 14.99 eV. Integrating the full $f(q,E)$ of the atom numerically shows what the split has dropped. At 1 MeV, where $v=6.32$, the full $L$ lies 0.027 below the logarithm; at twice that speed it lies 0.006 below. The remainder thus falls roughly as $1/v^2$.

## A bound that needs only the ground state

The dipole strength averaged over orientations is $f_n=\tfrac23E_n|\langle n|\mathbf D|0\rangle|^2$, where $\mathbf D=\sum_j\mathbf r_j$ is measured from the centre of the target. Dividing by $E_n$ removes the energies, so the sum over states can be done by completeness:

$$
\sum_n\frac{f_n}{E_n}=\frac23\sum_n|\langle n|\mathbf D|0\rangle|^2=\frac23\langle D^2\rangle .
$$

The ground state itself contributes nothing, because $\langle\mathbf D\rangle=0$ by symmetry. The weights $f_n/N$ are positive and add up to one. Since the logarithm is concave, the mean of $\ln(1/E)$ cannot exceed the logarithm of the mean of $1/E$:

$$
-\ln I\le\ln\left(\frac{2\langle D^2\rangle}{3N}\right)
\quad\Longrightarrow\quad
I\ge\frac{3}{2d^2},\qquad d^2=\frac{\langle D^2\rangle}{N}.
$$

A cloud whose dipole fluctuates little must have a high mean excitation energy. In the atom $d^2=\langle r^2\rangle=3$ bohr², so the bound is 0.5 Ha or 13.6 eV, below the actual 14.99 eV as it must be.

For the molecule the two-electron problem was solved by full configuration interaction at a fixed bond length $R=1.4$ bohr, close to equilibrium. Each atom carried eight s, six p and one d shell of Gaussian functions. This gives $d^2=2.28$ bohr² and a bound of 17.9 eV. To the accuracy of this wave function, the ground state alone places the molecular $I$ above the full atomic value.

## Contraction, not sharing, lowers the fluctuation

For two electrons,

$$
d^2=\tfrac12\langle(\mathbf r_1+\mathbf r_2)^2\rangle=\langle r^2\rangle+\langle\mathbf r_1\cdot\mathbf r_2\rangle .
$$

Take first two undisturbed atoms, one electron on each, a distance $R$ apart. About the midpoint $\langle r^2\rangle=3+R^2/4$ and $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-R^2/4$. The separation cancels and $d^2=3$. At $R=1.4$ bohr the two terms are 3.49 and $-0.49$. In the real bond they are 2.55 and $-0.27$. The cloud has shrunk by 0.94 bohr², while the weaker tendency of the electrons to sit on opposite sides gives back 0.22 bohr². The net fall is 0.72 bohr².

Two things happen when a bond forms: the electrons are shared, and their orbitals change size. A covalent Heitler-London pair separates them. Let $a$ and $b$ be 1s orbitals of exponent $\zeta$ on the two protons, with overlap $s$, and let $\psi\propto a(1)b(2)+b(1)a(2)$. Its norm contains $1+s^2$. With $m=\langle a|r^2|b\rangle$ taken about the midpoint,

$$
\langle r^2\rangle=\frac{3/\zeta^2+R^2/4+sm}{1+s^2},\qquad
\langle\mathbf r_1\cdot\mathbf r_2\rangle=-\frac{R^2/4}{1+s^2}.
$$

The second expression has no exchange term because $\langle a|\mathbf r|b\rangle=0$ by symmetry. Adding the two,

$$
d^2=\frac{3/\zeta^2+sm}{1+s^2}.
$$

With frozen atomic orbitals, $\zeta=1$, this gives $d^2=3.15$ bohr² at $R=1.4$ bohr, slightly more than in the atom. Sharing by itself would therefore not raise the lower bound on $I$. If $\zeta$ is chosen to minimize the energy at the same bond length, it becomes 1.17 and $d^2$ falls to 2.32 bohr². One adjustable size thus accounts for 0.68 of the 0.72 bohr² found with the correlated wave function.

The same number gives a quick estimate of $I$ itself. Hydrogen-like energies scale as $\zeta^2$ while oscillator strengths stay fixed, so $I\approx1.17^2\times15.0=20.5$ eV. This is only an estimate, since it treats the excited states as those of a contracted atom.

## Why the cloud contracts

At $R=12$ bohr the best exponent is 1.00; at 1.4 bohr it is 1.17. A simple picture of the change is incomplete screening. By Gauss's law, a proton with its own 1s electron still presents an electron at distance $r$ with the attractive potential energy $-(1+1/r)e^{-2r}$. This is negligible far away and appreciable at bond distances. This is only part of the explanation. If the exchange terms are left out of the energy of the covalent pair, the best exponent at 1.4 bohr is 1.06 instead of 1.17, and beyond about 2 bohr it no longer exceeds one. Most of the contraction in this model therefore comes with exchange.

The virial theorem gives a firmer constraint. Stretch the wave function and the bond length together by a factor $1/\lambda$. The kinetic energy becomes $\lambda^2T$ and the Coulomb energy, including the repulsion of the protons, becomes $\lambda V$. At the equilibrium bond length the energy is stationary at $\lambda=1$, so $2T+V=0$ and $E=T+V=-T$. Two free atoms have $E=-1$ and $T=1$ Ha. A bound molecule has lower $E$ and must therefore have higher $T$. The configuration-interaction calculation gives $E=-1.173$ Ha and $T=1.173$ Ha; a larger basis moves these to $-1.174$ and $1.174$ Ha. A higher kinetic energy means a more sharply varying wave function, which is what contraction provides.

## The full spectrum

The same calculation supplies the excited states. Those above the ionization threshold are discrete stand-ins for the continuum, which serve well for an average as smooth as $\ln E$. Their total dipole strength is 2.005, against the ideal 2, and the same Gaussian functions reproduce 14.99 eV for the atom. The molecular result at fixed nuclei is $I=19.7$ eV. The last digit is not fully converged. A larger set of Gaussian functions (nine s, seven p and three d shells per atom) lowers it by about 0.04 eV, to 19.6 eV, and lowers the values at 1.0, 1.8 and 3 bohr in the table below by about 0.02, 0.06 and 0.07 eV. It lowers the value across the bond given further down by about 0.07 eV, and the additivity excess at 1 MeV from 5.8% to 5.7%. The values of $d^2$ move by about 0.002 bohr².

Two other properties, which weight the low-energy end of the spectrum, show the same shift. The first allowed excitation rises from 10.2 to 12.8 eV, and the polarizability per electron falls from 4.5 to 2.6 bohr³. The value of $I$ is a logarithmic average over all dipole transitions, whose energies and strengths change together.

The shift depends strongly on bond length:

| $R$ (bohr) | $d^2$ (bohr²) | $I$ (eV) |
|---:|---:|---:|
| 1.0 | 1.88 | 24.0 |
| 1.4 | 2.28 | 19.7 |
| 1.8 | 2.66 | 16.9 |
| 3.0 | 3.41 | 13.5 |
| 12.0 | 3.00 | 15.0 |

At 3 bohr $I$ is below the atomic value. Bonding as such does not guarantee a higher $I$. In the covalent model the contraction has vanished at this distance: the best exponent is 1.00. The calculation does not isolate the cause of the dip.

This dependence also matters for the real molecule, whose protons vibrate. A fast projectile sees them momentarily at rest, so the quantity to average is $\ln I(R)$. The values at 1.0, 1.4 and 1.8 bohr give a slope of $-0.44$ per bohr and a second derivative of 0.27 per bohr². Take a rough mean stretch of 0.05 bohr and a rough root-mean-square amplitude of 0.17 bohr. The change in $\ln I$ is then

$$
-0.44\times0.05+\tfrac12\times0.27\times0.17^2\approx-0.018,
$$

which brings $I$ down to about 19.3 eV. The fixed-nuclei value is kept below so that the comparison has one definite origin.

Direction matters as well. For a dipole along the bond the mean excitation energy is 16.6 eV; across it, 21.4 eV. The random average is $\ln I=\tfrac13\ln I_\parallel+\tfrac23\ln I_\perp$, which returns 19.7 eV. An aligned target would need a separate treatment.

## How large the error is in a gas cell

Since $L$ contains $-\ln I$, free-atom additivity overestimates the stopping by the fraction

$$
\frac{L_{\rm H}-L_{\rm H_2}}{L_{\rm H_2}}=\frac{\ln(I_{\rm H_2}/I_{\rm H})}{\ln(2v^2/I_{\rm H_2})}.
$$

The numerator does not depend on speed and the denominator grows logarithmically, so the relative error fades slowly: 6.8% at 0.5 MeV, 5.8% at 1 MeV and 4.7% at 3 MeV.

Consider 10 cm of hydrogen at 10 Torr and 300 K. At 1 MeV, $2v^2$ is 2175 eV, so $L_{\rm H_2}=\ln(2175/19.67)=4.71$ and $L_{\rm H}=\ln(2175/14.99)=4.98$. With $N=2$ the stopping cross-section per molecule is

$$
S=\frac{8\pi}{v^2}L=2.26\times10^{-15}\ \mathrm{eV\,cm^2},
$$

against $2.39\times10^{-15}$ eV cm² with the atomic $I$. The ideal-gas density is $3.22\times10^{17}$ molecules/cm³, which over 10 cm gives $3.22\times10^{18}$ molecules/cm². The mean losses are 7.26 keV and 7.68 keV. Both are below 1% of the beam energy, so $S$ is nearly constant along the path.

The difference of 0.42 keV is smaller than the spread of individual losses. For nearly free electrons $d\sigma=2\pi\,dE/(v^2E^2)$ up to $E=2v^2$, so $\int E^2d\sigma=4\pi$ per electron. With two electrons per molecule the variance is $8\pi$ times the areal density, and the standard deviation is about 1.3 keV. The binding and motion of the electrons, left out here, raise it by a few per cent. One proton cannot reveal the error. The mean over $10^4$ independent protons has a statistical uncertainty of 0.013 keV and can.

The terms left out of $L$ are to be compared with the difference $L_{\rm H}-L_{\rm H_2}=0.271$:

- The shell correction is $-0.027$ for the atom. If it scales with kinetic energy per electron, as it does for hydrogen-like atoms, the molecule's is more negative by 0.005.
- The Barkas term, which is odd in the projectile charge, is roughly $(3\pi/2)IL/v^3$ when the electrons are treated as oscillators of frequency $I$. This gives 0.06 for the molecule and 0.05 for the atom.
- The leading Bloch term, $-1.202/v^2=-0.030$, is the same for both.
- The relativistic term is about $2\times10^{-6}$.

By these estimates no single term alters the absolute loss by much more than a per cent. How far they cancel is uncertain, because the Barkas term could be less than half as large if close collisions contribute little to it. They change the difference by about 0.01 or less. The vibrational estimate matters more: lowering $\ln I$ of the molecule by 0.018 makes the excess at 1 MeV about 5.4% instead of 5.8%.

The cell's dimensions and pressure are rough values for an accelerator beamline, not those of a particular instrument. Real cells depart from the uniform gas column assumed here. If gas leaking through the end apertures adds 1 cm of effective length, the loss rises by 10%, more than the molecular effect. The areal density must therefore be known to clearly better than 5% before a measured loss can distinguish the two values of $I$.

## What to do about it

For fast protons in hydrogen gas, use the molecular $I$. A free-atom value already in hand can be corrected per molecule by

$$
S_{\rm H_2}=S_{\rm additive}-\frac{8\pi}{v^2}\ln\frac{I_{\rm H_2}}{I_{\rm H}} .
$$

The correction should not be carried over to hydrogen bound in another material. The table shows how sensitive $I$ is to the electronic surroundings even within one molecule, so each bonding environment needs its own value.

Nor should it be carried to low energy. At 100 keV the speed is about 2; extending the $1/v^2$ trend would make the shell correction about $-0.27$, as large as the molecular effect. Near the stopping maximum the proton also captures and loses electrons. There the difference between molecule and atoms has to be calculated from the collision itself, not from $I$.
